A small potential update does not prove Schrödinger–Poisson convergence

An iterative calculation of a silicon transistor in its off state stops at iteration 70, because the latest iteration changed the potential by less than 1 meV. At a temperature of 300 K, where kT = 25.85 meV, a change of 1 meV would alter the electron density by about 4 percent. Yet the density at the stopping point is 46 times the converged one. The potential is still wrong by 99 meV.

**The device and its equations**

The device is a silicon film of thickness L = 10 nm under a gate oxide of thickness d = 7 nm. The coordinate z runs from the oxide interface, z = 0, to the back of the film, z = L. The film is undoped, its surfaces are hard walls for the electrons, and the electric field vanishes at the back. The electrons are in equilibrium with a Fermi level that serves as the zero of energy. Their interaction is the Hartree potential alone.

The algebra uses atomic units: ħ, the electron mass and the elementary charge are 1, and the vacuum permittivity is 1/(4π). V(z) is the potential energy of an electron, so V is minus the electrostatic potential. The levels η_i and wave functions ψ_i follow from

−ψ_i″/(2m) + Vψ_i = η_i ψ_i.

Motion along the film gives each level a constant density of states D = g m_d/π, with spin included, where g is the number of valleys and m_d the density-of-states mass. Integrating the Fermi function over this motion gives the number of electrons per area in a level,

s(η) = D kT ln[1 + exp(−η/kT)],

and the density is n(z) = Σ_i s(η_i)|ψ_i(z)|². Silicon (100) has two sets of valleys with different masses; both are included, and their densities add.

The charge density is −n and the electrostatic potential is −V. Poisson's equation therefore reads

(εV′)′ = −4πn.

Integrating from z to L, where V′ = 0, gives ε_si V′(z) = 4π∫_z^L n dz′. At z = 0 the right side is 4πN, with N the electrons per area. The oxide holds no charge, and εV′ is continuous at the interface, so V rises across the oxide by 4πNd/ε_ox. One more integration gives

V(z) = V_gate + ∫ K(z,z′) n(z′) dz′,
K(z,z′) = 4π[d/ε_ox + min(z,z′)/ε_si].

The smaller of z and z′ appears because a charge at z′ produces a field between the gate and z′ and none behind it. The gate value is V_gate = 0.56 eV minus the gate voltage times the elementary charge.

For a trial potential V, the Schrödinger equation gives n[V], and Poisson's equation then gives G[V] = V_gate + K n[V]. The solution V* satisfies G[V*] = V*. Linear mixing moves a fraction α of the way:

V_(k+1) = V_k + α r_k, with r_k = G[V_k] − V_k.

The update is u_k = α r_k. A small α makes it small even when the residual r_k is large.

**The counter-example in numbers**

The gate is stepped from 0.2 V to 0 V, and the converged potential at 0.2 V is the starting guess. Few electrons are present, so both potentials are practically flat: 0.36 eV at the start and 0.56 eV at the solution. The initial error is e_0 = V_0 − V* = −0.2 eV. The mixing is α = 0.01, a value that the on state of the same device will justify.

With negligible charge, G[V] equals V* whatever the trial V. Hence r_k = V* − V_k = −e_k, and

e_(k+1) = e_k − αe_k = (1 − α)e_k = 0.99 e_k.

The first update is 0.01 × 0.2 eV = 2 meV, and each later one is 0.99 times its predecessor. The update of iteration m is thus 2 meV × 0.99^(m−1). It falls below 1 meV when m − 1 exceeds ln 2/(−ln 0.99) = 68.97, that is, at m = 70. The error is then

0.2 eV × 0.99^70 = 0.0990 eV (0.00364 hartree),

while the update is 0.99965 meV. Their ratio is 99.

All levels lie many kT above the Fermi level, so ln(1 + x) ≈ x and N is proportional to exp(−V/kT) for a uniform shift. The potential is too low, hence the density is too high, by the factor

exp(98.97/25.85) = exp(3.83) = 46.

A stopping threshold of 0.1 meV is reached at iteration 300. It leaves an error of 9.8 meV and a density 46 percent too high. A threshold of 0.01 meV, reached at iteration 529, leaves 0.98 meV and 4 percent. To bring the density within 1 percent, the error must be below about 0.01 kT = 0.26 meV, which requires an update below 0.0026 meV.

The neglect of charge can be checked. In the on state treated below, 7.83 × 10¹² electrons per cm² produce an oxide field of 3.635 MV/cm, or 2.54 eV across 7 nm. The converged off state has 6.4 × 10³ per cm², which by proportion gives 2 × 10⁻⁹ eV. At the starting potential the density is larger by exp(200/25.85) ≈ 2300, and the contribution is still only about 5 × 10⁻⁶ eV.

**What the factor 99 requires**

Let one error component obey e_(k+1) = λe_k with λ ≠ 1. The solution cancels from the difference of two iterates:

u_k = V_(k+1) − V_k = e_(k+1) − e_k = (λ − 1)e_k.

Dividing e_(k+1) = λe_k by this gives

|e_(k+1)|/|u_k| = |λ|/|1 − λ|.

For λ = 0.99 the ratio is 0.99/0.01 = 99. The error before the update is 100 times the update. The same result follows from adding what is still to come: the later updates are λu, λ²u and so on, with sum λu/(1 − λ) = 99u. Each is small, but they all have the same sign.

The sign of λ matters. For λ = −0.99 the error shrinks at the same rate, but the ratio is 0.99/1.99 = 0.497. The iterates jump from one side of the solution to the other, and each update is larger than the error it leaves.

Suppose one knows only that a norm of the error contracts, ‖e_(k+1)‖ ≤ q‖e_k‖ with q < 1. Since e_k = e_(k+1) − u_k, the triangle inequality gives

‖e_(k+1)‖ ≤ q‖e_k‖ ≤ q‖e_(k+1)‖ + q‖u_k‖.

Moving the first term on the right to the left and dividing by 1 − q yields

‖e_(k+1)‖ ≤ [q/(1 − q)]‖u_k‖.

For q = 0.99 the factor 99 is now an upper bound. It is attained by a single component with λ = +0.99. As q approaches 1 the bound grows without limit, so an update threshold has no meaning until something is known about the contraction.

**General statement for the Hartree model**

For the model above, with fixed gate voltage and Fermi level, and with 0 < α ≤ 1/2, every mixing step satisfies

‖e_k‖ ≤ ‖r_k‖ and ‖e_(k+1)‖ ≤ [(1 − α)/α]‖u_k‖.

No linearization is involved, and the starting potential may be far from the solution. The norm is electrostatic and comes from the inner product

(x,y) = (1/4π)[∫ ε_si x′y′ dz + ε_ox x(0)y(0)/d], ‖x‖² = (x,x).

‖x‖² is twice the field energy per area of a potential x that vanishes at the gate, the second term being the oxide's share.

The proof needs two facts. The first is that for any density f,

(x,Kf) = ∫ x f dz.

To see this, set y = Kf. Then (ε_si y′)′ = −4πf, y′(L) = 0 and ε_si y′(0) = ε_ox y(0)/d. Integration by parts gives

∫ ε_si x′y′ dz = −x(0)ε_si y′(0) + 4π∫ x f dz.

The boundary term cancels the oxide term of the inner product, and division by 4π leaves the stated identity.

The second fact is that raising the potential lowers the density, in the sense

∫ (V − W)(n[V] − n[W]) dz ≤ 0.

Put w = V − W and follow the potential W + τw from τ = 0 to τ = 1. Let w_ij = ∫ψ_i w ψ_j dz, with real wave functions. Then ∫ n w dz = Σ_i s(η_i)w_ii. Perturbation theory gives dη_i/dτ = w_ii and dw_ii/dτ = 2Σ_(j≠i) w_ij²/(η_i − η_j). Hence

d/dτ ∫ n w dz = Σ_i s′(η_i)w_ii² + 2Σ_(i<j) w_ij² [s(η_i) − s(η_j)]/(η_i − η_j).

The second sum results from combining the terms (i,j) and (j,i), whose denominators have opposite signs. Since s decreases with energy, s′ and every difference quotient are negative, so no term is positive. Integration over τ proves the inequality for each set of valleys, and the sets add.

Now subtract V* = V_gate + K n[V*] from G[V_k] = V_gate + K n[V_k]:

r_k = K(n[V_k] − n[V*]) − e_k.

Take the inner product with e_k and use both facts:

(e_k,r_k) = ∫ e_k(n[V_k] − n[V*]) dz − ‖e_k‖² ≤ −‖e_k‖².

So ‖e_k‖² ≤ −(e_k,r_k) ≤ ‖e_k‖‖r_k‖ by Cauchy's inequality, which proves the first claim. For the second, expand e_(k+1) = e_k + αr_k:

‖e_(k+1)‖² = ‖e_k‖² + 2α(e_k,r_k) + α²‖r_k‖²
≤ (1 − 2α)‖e_k‖² + α²‖r_k‖²
≤ (1 − 2α + α²)‖r_k‖² = (1 − α)²‖r_k‖².

The last inequality uses ‖e_k‖ ≤ ‖r_k‖ and needs 1 − 2α ≥ 0. Inserting r_k = u_k/α completes the proof.

The first claim concerns the potential V_k itself and not the way it was produced. It holds after a Newton step or any other acceleration, provided that the residual is evaluated afresh at that potential.

To obtain a bound in eV at a point, let f be a unit charge at z. The identity becomes x(z) = (x,K(·,z)), and K(·,z) has squared norm K(z,z). Cauchy's inequality gives

|x(z)| ≤ √K(z,z) ‖x‖.

K(z,z) is largest at the back of the film.

**Why the mixing was so small**

Near the solution, n[V] − n[V*] ≈ −P e, where P is the density response with its sign reversed. The derivative computed above shows that ∫ xPx dz ≥ 0. The residual is r = −(1 + KP)e, so

e_(k+1) = (1 − αE)e_k, with E = 1 + KP.

By the first identity, (x,KPy) = ∫ xPy dz. This is symmetric and nonnegative, so the eigenvalues of E are real and at least 1. A component with eigenvalue E has the multiplier λ = 1 − αE. Decay of every component requires |1 − αE| < 1, hence α < 2/E_max.

A uniform shift x = 1 estimates E_max. Lowering V uniformly is the same as raising the Fermi level μ, so ∫ xPx dz = dN/dμ. The squared norm of x = 1 is ε_ox/(4πd), the oxide capacitance per area C_ox. The largest eigenvalue of a symmetric operator is no smaller than any such quotient, so

E_max ≥ 1 + (dN/dμ)/C_ox.

At a gate voltage of 3.3 V the right side is 74.4, and the computed E_max is 79.8. The largest stable mixing is 2/79.8 = 0.025. When a small error in the stiffest component was followed for ten steps of the full loop, it shrank to 0.107 of its size at 0.9 times this limit and grew by a factor of 6.19 at 1.1 times. These are 0.8¹⁰ and 1.2¹⁰, as the multipliers −0.8 and −1.2 require. With α = 1.99/E_max, which makes λ = −0.99, the loop gave an error-to-update ratio of 0.4975.

The value α = 0.01 is therefore a moderate choice for the on state. In the off state P is nearly zero, E is nearly 1, and the same α gives λ = 0.99. There α = 1 would remove the error almost at once. The slow approach in the off state is therefore avoidable: it comes from keeping a mixing parameter that only the on state requires. In the on state itself a fixed α must stay below 0.025, and the slow components remain. Near the solution, alternating between two values can remove them faster. Two steps multiply a component by (1 − α₁E)(1 − α₂E). For α₁ = 0.0146 and α₂ = 0.080 this product is at most 0.92 in size for every E from 1 to 79.8, whereas two steps with the best fixed value, 2/(1 + 79.8) = 0.0248, give up to 0.95.

At fixed density and level structure, (dN/dμ)/C_ox is proportional to the oxide thickness. A 1 nm oxide would reduce 73.4 to about 10.5. The uniform shift is then a poor estimate of the stiffest component: its quotient is 11.5, but E_max is about 17, so the largest stable mixing is about 0.12.

**The on state: several components at once**

Now the gate is set to 3.3 V, and the iteration starts from the off-state potential, still with α = 0.01. Near the solution the multipliers range from 1 − 0.798 = 0.20 for the stiffest component to 0.99 for the slowest. The corresponding error-to-update ratios run from 0.25 to 99, so no single factor describes the run.

The largest update falls below 1 meV at iteration 80. The largest error is then 70 meV, about 70 times the update. The bound at a point, evaluated from the update, guarantees that the error is below 0.434 eV. This is true but six times too large.

At that moment the electron density is only 1.1 percent too low, although the lowest level is 9.7 meV too high. A uniform shift of 9.7 meV would, to first order, change the potential drop across the oxide by 73.4 × 9.7 meV = 0.71 eV. That is 28 percent of the full drop of 2.54 eV, and so 28 percent of the density. The remaining error is therefore not a uniform shift. The lowest level holds too few electrons; since the total is nearly right, other levels must hold too many, and at least one of them lies too low. Agreement in the total density does not establish agreement in the potential or the levels.

The numbers at this stop depend somewhat on the grid, whose step is 0.125 nm. In the limit of a vanishing step the stop comes at iteration 85, where the largest error is 73 meV, the density is 0.95 percent too low, the lowest level is 8.6 meV too high and the bound is 0.425 eV.

Two successive updates also give an estimate of the error. Define λ̂ = ‖u_k‖/‖u_(k−1)‖ and take the remaining error to be λ̂‖u_k‖/(1 − λ̂). In the off state there is one multiplier, and the estimate works well. At the first stop λ̂ = 0.990000, and adding λ̂u_k/(1 − λ̂) to the potential reduces the error from 99 meV to 3 × 10⁻⁷ eV. The largest absolute value served as the norm there.

With several multipliers λ_i between 0 and 1, in the linear regime and the electrostatic norm, the estimate is never too high. Expand u_(k−1) in orthonormal eigenfunctions of E with coefficients c_i. Then u_k has coefficients λ_i c_i, and e_(k+1) has coefficients −λ_i²c_i/(1 − λ_i). With weights p_i = c_i²/Σ_j c_j²,

λ̂² = Σ_i p_i λ_i²,
‖e_(k+1)‖²/‖u_(k−1)‖² = Σ_i p_i h(λ_i²), h(x) = x²/(1 − √x)².

The squared estimate, divided by the same ‖u_(k−1)‖², is h(λ̂²). The power series h(x) = x² + 2x^(5/2) + 3x³ + … has positive coefficients and exponents of at least 2, so h is convex. The mean of a convex function is at least its value at the mean, and the true error is at least the estimate.

At iteration 902 of the on-state run the estimate is 97.75 times the update, the true error 97.85 times and the upper bound 99 times. By then the slow components dominate. The estimate is sensitive when λ̂ is close to 1: the derivative of λ/(1 − λ) is 1/(1 − λ)², or 10⁴ at 0.99, so an error of 0.001 in λ̂ changes the factor by about 10.

**The model beside a real transistor**

The oxide thickness and voltage are rough values for a 3.3 V input/output transistor. The 10 nm film is a choice made for this model. The oxide field of 3.6 MV/cm lies below the rough breakdown value of 10 MV/cm. Real devices break the Hartree assumption: a local estimate of exchange at the peak on-state density is −31 meV for zero temperature and all electrons in two valleys, and a few meV smaller in size at 300 K. At fixed potential, penetration into the oxide lowers the lowest level by about 7 meV and the lowest level of the other set of valleys by about 18 meV. In the on state at fixed gate voltage, the self-consistent response cancels most of any shift common to all levels; in the off state there are too few electrons for such a response. A doping of 10¹⁵ cm⁻³ would shift the potential by 0.4 meV. For an assumed 350 nm channel with 3.3 V on the drain, drain influence at mid-channel is below 0.1 meV only if no field passes behind the film, or if the buried oxide is thin, such as 25 nm on a grounded substrate. Through a thicker buried oxide the drain field reaches the channel from behind, and the shift is about 10 meV for 145 nm and about 50 meV for 1000 nm. A thick buried oxide is also the real structure that a zero field at the back represents. Interface charge and a finite buried oxide are not included. The 99 meV iteration error exceeds each of these estimated effects. If the off current is proportional to the electron density in the channel, it inherits the factor 46; at 398 K the same potential error would give a factor of 18.

Exchange also limits the theorem. It is attractive, so it opposes the Hartree response and can push an eigenvalue of E below 1. For the on state, a local estimate of exchange at zero temperature, with all electrons counted in two valleys, gives a smallest eigenvalue of about 0.97, which raises the ratio from 99 to about 102; with six valleys the values are about 0.985 and 101. A hypothetical eigenvalue of 0.9 would give 110. The guarantee is therefore proved for the Hartree model only.

Within that model, the quantity to monitor is the unmixed residual G[V] − V, which equals the update divided by α. At the first off-state stop it was 0.99965 meV/0.01 = 100 meV, the error before the last update. A small residual controls the iteration error alone; errors of the grid and of the physical model remain. Most of the values used here are collected in the numerical output.

Calculated quantities

```
film 10.0 nm, oxide 7.0 nm, temperature 300 K
permittivities: silicon 11.7, oxide 3.9; kT 0.02585 eV
masses (m_e): 0.916, 0.19; grid step 0.125 nm
band edge at zero gate voltage 0.56 eV; mixing 0.01
OFF STATE, gate 0.2 V -> 0.0 V
converged electron density 6387 cm^-2
tolerance 1e-03 eV: stops at iteration 70
  update 9.9965e-04 eV, true error 9.8965e-02 eV
  error/update 99.000, density too high by factor 45.98
  update ratio 0.990000, extrapolated error 3.0e-07 eV
tolerance 1e-04 eV: stops at iteration 300
  update 9.9070e-05 eV, true error 9.8079e-03 eV
  error/update 99.000, density too high by factor 1.461
  update ratio 0.990000, extrapolated error 2.0e-10 eV
tolerance 1e-05 eV: stops at iteration 529
  update 9.9175e-06 eV, true error 9.8183e-04 eV
  error/update 99.000, density too high by factor 1.039
  update ratio 0.990000, extrapolated error 1.8e-11 eV
first true error in atomic units 3.6369e-03 hartree
ON STATE, gate 3.3 V, started from off-state potential
electron density 7.834e+12 cm^-2, lowest level -0.0185 eV
fields: silicon 1.212, oxide 3.635 MV/cm
Newton residual 1.4e-13 eV
eigenvalues of E: min 1.000000, max 79.79
uniform-shift estimate of max 74.41
largest stable mixing 0.0251
10-step error factor at 0.9, 1.1 of limit: 0.107, 6.192
multiplier -0.99: error/update 0.4975
update below 1e-3 eV at iteration 80: 9.9075e-04 eV
  true error 6.9734e-02 eV, guaranteed bound 4.3347e-01 eV
  error/update (largest values) 70.39
  density error -1.0785 %
  lowest-level error 9.6986e-03 eV
end of run, iteration 902, energy-norm error/update:
  two-update estimate 97.75, true 97.85, bound 99.00
NEGLECTED EFFECTS (rough sizes)
grid error of lowest level, fixed potential 1.3e-04 eV
exchange at peak density -0.031 eV
wall penetration -0.0067 eV (barrier 3.1 eV, mass 0.5)
nonparabolicity -0.0010 eV (coefficient 0.5 /eV)
log10 of oxide tunnelling probability -29.1
doping 1e+15 cm^-3: potential shift 4.0e-04 eV
holes, off state: 6.9e-10 eV (gap 1.12 eV, mass 0.5)
drain influence 1.9e-05 eV (channel 350 nm)
first density factor at 398 K instead: 17.9
```
